# Cole-Cole Relaxation in Time: Mittag-Leffler Decay and Its Two Limits, part 2

A linear dielectric has been polarized by a steady field, which is removed at $t=0$. Its slow polarization, the part that does not follow the field at once, has the Cole-Cole spectrum with exponent $0<\alpha<1$ and relaxation time $\tau$. The Debye case is $\alpha=1$, with decay $e^{-t/\tau}$.

Time is measured as $T=t/\tau$, and $x=T^\alpha$. The remaining fraction of slow polarization $\Phi$ and the discharge current $J$, in units of $1/\tau$, are

$$
\Phi=\sum_{n=0}^\infty\frac{(-x)^n}{\Gamma(1+n\alpha)}
=\int_0^\infty K(r)e^{-rT}dr,
\qquad J=-\frac{d\Phi}{dT}.
$$

The integral is an average over simple exponentials with rates $r/\tau$. The rate density $K$ is positive, has unit integral, and can be written as

$$
K(r)=\frac1{\pi r}\operatorname{Im}\frac z{1+z},
\qquad z=r^\alpha e^{i\pi\alpha}.
$$

The limiting laws stated at the outset, and still to be derived, are

$$
-\ln\Phi\simeq\frac{(t/\tau)^\alpha}{\Gamma(1+\alpha)}\quad(t\ll\tau),
\qquad
\Phi\simeq\frac{(t/\tau)^{-\alpha}}{\Gamma(1-\alpha)}\quad(t\gg\tau).
$$

The numerical checks also use the spectrum. With $p=s\tau$, where $s$ is the Laplace variable and $s=i\omega$ on the frequency axis, the spectrum is $F(p)=1/(1+p^\alpha)$, and the Laplace transform of $\Phi(T)$ is

$$
\hat\Phi(p)=\frac{p^{\alpha-1}}{1+p^\alpha}.
$$

With $w=\omega\tau$ and the loss $F''=-\operatorname{Im}F$, the decay is also given by the cosine integral

$$
\Phi(T)=\frac2\pi\int_0^\infty\frac{F''(w)}w\cos(wT)\,dw,
\quad
F''=\frac{\sin(\pi\alpha/2)}{w^\alpha+w^{-\alpha}+2\cos(\pi\alpha/2)} .
$$

The loss peak is symmetric on a logarithmic frequency scale and has its maximum at $w=1$.

### Short times: the stretched exponential

Let

$$
a=\frac{x}{\Gamma(1+\alpha)},\qquad
b=\frac{x^2}{\Gamma(1+2\alpha)},\qquad S=e^{-a}.
$$

Here $S$ is the stretched exponential that is to be compared with $\Phi$. The series begins $\Phi=1-a+b+O(x^3)$. With $\ln(1+y)=y-y^2/2+O(y^3)$ and $y=-a+b+O(x^3)$,

$$
\ln\Phi=-a+b-\frac{a^2}2+O(x^3),
$$

because the square of $y$ is $a^2+O(x^3)$. Hence

$$
-\ln\Phi=\frac{x}{\Gamma(1+\alpha)}-c_2x^2+O(x^3),
\qquad
c_2=\frac1{\Gamma(1+2\alpha)}-\frac1{2\Gamma(1+\alpha)^2}.
$$

The first term is the claimed short-time law. A plot of $\ln(-\ln\Phi)$ against $\ln T$ has limiting slope $\alpha$.

The sign of $c_2$ decides on which side of $S$ the decay lies. Define $g(\alpha)=2\ln\Gamma(1+\alpha)-\ln\Gamma(1+2\alpha)$. With $\psi$ the logarithmic derivative of the gamma function,

$$
g'(\alpha)=2\left[\psi(1+\alpha)-\psi(1+2\alpha)\right]<0,
$$

since $\psi$ increases for positive argument. At the end point $g(1)=-\ln2$, so $g(\alpha)>-\ln2$ for $\alpha<1$. Exponentiation gives $\Gamma(1+\alpha)^2/\Gamma(1+2\alpha)>1/2$, which is the statement $c_2>0$. Thus $\Phi$ lies above $S$ at sufficiently short times. At $\alpha=1$ one finds $c_2=0$, as required by the pure exponential.

An error bound follows from the alternating series. The ratio of successive term magnitudes is

$$
x\,\frac{\Gamma(1+n\alpha)}{\Gamma(1+(n+1)\alpha)} .
$$

Because $\ln\Gamma$ is convex, this ratio decreases as $n$ grows. If $x\le\Gamma(1+\alpha)$, the ratio at $n=0$ is at most one, and the terms decrease from the start. The partial sums of such an alternating series enclose its value:

$$
1-a\le\Phi\le1-a+b .
$$

The exponential obeys $1-a\le S\le1-a+a^2/2$, and $c_2>0$ means $a^2/2<b$. Both functions lie in the same interval of length $b$, so

$$
|\Phi-S|\le\frac{x^2}{\Gamma(1+2\alpha)}
\qquad\text{for }x\le\Gamma(1+\alpha).
$$

The agreement has a limited meaning. Any function that begins $1-a$ shares the same leading law; $1/(1+a)$ is an example. Short-time data at leading order determine the exponent and the coefficient of $x$, but they do not single out the stretched exponential from these alternatives.

The initial current is also singular, because $dx/dT=\alpha T^{\alpha-1}$ diverges at $T=0$. In the rate picture this comes from the fast tail $K\propto r^{-\alpha-1}$, for which $\int rK\,dr$ diverges. A medium with a largest rate $r_1/\tau$ has a finite initial current. Its decay then begins linearly in $T$, and the stretched form can hold at best for $T\gg1/r_1$.

### Long times: the inverse power law

At large $T$ the factor $e^{-rT}$ suppresses all but the small rates, so $K$ is expanded for small $r$. A finite geometric sum keeps the remainder explicit:

$$
\frac z{1+z}=\sum_{n=1}^{N}(-1)^{n-1}z^n
+(-1)^N\frac{z^{N+1}}{1+z}.
$$

To confirm it, multiply the sum by $1+z$. Neighbouring terms cancel and $z+(-1)^{N-1}z^{N+1}$ is left; the remainder, multiplied by $1+z$, supplies $(-1)^Nz^{N+1}$, and the total is $z$.

The imaginary part of $z^n$ is $r^{n\alpha}\sin(n\pi\alpha)$. Its contribution to $\Phi$, apart from the sign $(-1)^{n-1}$, is

$$
\frac{\sin(n\pi\alpha)}\pi\int_0^\infty r^{n\alpha-1}e^{-rT}dr
=\frac{\sin(n\pi\alpha)}\pi\,\Gamma(n\alpha)\,T^{-n\alpha}
=\frac{x^{-n}}{\Gamma(1-n\alpha)} .
$$

The last step is the reflection formula $\Gamma(y)\Gamma(1-y)=\pi/\sin\pi y$ with $y=n\alpha$. When $n\alpha$ is an integer the sine vanishes, and $1/\Gamma(1-n\alpha)$ is read as zero. The expansion is

$$
\Phi=\sum_{n=1}^N\frac{(-1)^{n-1}x^{-n}}{\Gamma(1-n\alpha)}+R_N .
$$

For the remainder a lower bound on $|1+z|$ is needed. With $y=r^\alpha$,

$$
|1+z|^2=1+2y\cos\pi\alpha+y^2 .
$$

If $\alpha\le1/2$ the cosine is not negative and the smallest value is 1, at $y=0$. If $\alpha>1/2$ the minimum lies at $y=-\cos\pi\alpha$ and equals $\sin^2\pi\alpha$. Let $m=1$ in the first case and $m=\sin\pi\alpha$ in the second. The imaginary part of a number does not exceed its modulus, so

$$
|R_N|\le\frac1{\pi m}\int_0^\infty r^{(N+1)\alpha-1}e^{-rT}dr
=\frac{\Gamma((N+1)\alpha)}{\pi m}\,x^{-N-1}.
$$

For $N=1$ this proves the long-time law with its error:

$$
\Phi=P+R_1,\qquad
P=\frac{x^{-1}}{\Gamma(1-\alpha)},\qquad
|R_1|\le\frac{\Gamma(2\alpha)}{\pi m}x^{-2}.
$$

The power law therefore originates in the slow tail $K\simeq r^{\alpha-1}\sin(\pi\alpha)/\pi$. However long one waits, some components with $r$ of order $1/T$ have not yet decayed.

The next term of the expansion is $-x^{-2}/\Gamma(1-2\alpha)$. For $\alpha<1/2$ it is negative, and $\Phi$ approaches $P$ from below. For $1/2<\alpha<1$ the argument $1-2\alpha$ lies between $-1$ and 0, where the gamma function is negative, and $\Phi$ approaches $P$ from above. At $\alpha=1/2$ this term is absent.

The Debye limit is not uniform in time when judged by relative error. For every $\alpha<1$ the ratio $\Phi/e^{-T}$ grows without limit as $T\to\infty$, although for $\alpha$ close to one the absolute difference between $\Phi$ and $e^{-T}$ is small at all times. As $\alpha\to1$ the coefficient $1/\Gamma(1-\alpha)$ tends to zero, and the factor $1/m$ in the bound grows without limit. For $\alpha$ slightly below one the power law has a small amplitude and emerges only after a nearly exponential decay has fallen to a comparable level. This takes several relaxation times, and the time at which the tail overtakes the exponential grows only logarithmically as the amplitude shrinks. Close agreement with $P$ comes later. The next term of the expansion gives $\Phi/P-1\simeq-\Gamma(1-\alpha)/[\Gamma(1-2\alpha)\,x]$, which tends to $2/T$ as $\alpha\to1$. For $1-\alpha$ between $10^{-2}$ and $10^{-6}$, $\Phi$ comes within 10 percent of $P$ only near $T\approx23$ and within 1 percent only near $T\approx200$. At $\alpha=1$ it is gone.

### The discharge current and a crossover time

The current shows the change of regime as a change between two power laws. Differentiating the series term by term and using $\Gamma(1+n\alpha)=n\alpha\,\Gamma(n\alpha)$,

$$
J=-\sum_{n=1}^\infty\frac{(-1)^nT^{n\alpha-1}}{\Gamma(n\alpha)}
=T^{\alpha-1}\sum_{k=0}^\infty\frac{(-x)^k}{\Gamma(\alpha+k\alpha)} ,
$$

where $n=k+1$. The leading term at short times is $J\simeq T^{\alpha-1}/\Gamma(\alpha)$.

At long times one uses $J=\int rKe^{-rT}dr$. The extra factor $r$ changes the leading integral to

$$
\frac{\sin\pi\alpha}\pi\int_0^\infty r^\alpha e^{-rT}dr
=\frac{\sin\pi\alpha}\pi\,\alpha\Gamma(\alpha)\,T^{-\alpha-1}
=\frac{\alpha\,T^{-\alpha-1}}{\Gamma(1-\alpha)} .
$$

By the same argument as before, the error is at most $\Gamma(1+2\alpha)T^{-2\alpha-1}/(\pi m)$. This justifies the result that formal differentiation of $P$ would give.

The two limiting forms of the current intersect at a time $T_c$ that can serve as a rough marker of the crossover when $\alpha$ is not close to one. Setting them equal and multiplying by $\Gamma(\alpha)T_c^{\alpha+1}$ gives

$$
T_c^{2\alpha}=\frac{\alpha\Gamma(\alpha)}{\Gamma(1-\alpha)}
=\frac{\Gamma(1+\alpha)}{\Gamma(1-\alpha)},
\qquad
T_c=\left[\frac{\Gamma(1+\alpha)}{\Gamma(1-\alpha)}\right]^{1/(2\alpha)} .
$$

This is the intersection of two asymptotes and marks no sudden change in the decay. At $\alpha=0.6$ the actual current at $T_c$ is only 0.40 of their common value. As $\alpha\to1$, $\Gamma(1-\alpha)$ diverges and $T_c$ tends to zero, whereas the power law emerges only after several relaxation times. In that limit $T_c$ no longer indicates the change of regime.

### Worked example

Take the round model parameters $\alpha=0.6$ and $\tau=1$ microsecond. The required constants are $\Gamma(1.6)=0.89352$, $\Gamma(0.4)=2.21816$ and $c_2=0.28133$. The remaining fraction and its two limiting forms are as follows.

| $T$ | $\Phi$ | $S$ | $P$ |
|---:|---:|---:|---:|
| 0.01 | 0.93285 | 0.9318 | 7.145 |
| 0.1 | 0.7679 | 0.7549 | 1.795 |
| 1 | 0.4133 | 0.3265 | 0.4508 |
| 10 | 0.1201 | 0.0116 | 0.1132 |
| 1000 | 0.007188 | $2\times10^{-31}$ | 0.007145 |

At $T=0.01$ one has $x=0.01^{0.6}=0.06310$. The stretched exponential has $a=0.06310/0.89352=0.07062$, so $S=e^{-0.07062}=0.9318$. The correction is $c_2x^2=0.28133\times0.003981=0.00112$. Including it gives $\Phi\approx e^{-0.06950}=0.93286$, which differs from the tabulated value by about $10^{-5}$.

At $T=1000$ one has $x=63.10$ and $P=1/(63.10\times2.21816)=0.007145$. The actual fraction is larger by 0.6 percent of $P$. Its position above $P$ agrees with the sign derived for $\alpha>1/2$. The stretched exponential is useless at this time.

The crossover of the current is at

$$
T_c=\left(\frac{0.89352}{2.21816}\right)^{1/1.2}
=(0.4028)^{0.8333}=0.469 ,
$$

or 0.469 microseconds. At that time 54 percent of the slow polarization remains. The logarithmic slope of the current there is $-0.894$, whereas the midpoint between the limiting slopes $-0.4$ and $-1.6$ is $-1$. The crossing of the asymptotes therefore does not coincide with the midpoint of the slope.

The region between the limits is wide. The ratio $\Phi/S$ reaches 1.01 at $T=0.0635$. At late times $\Phi/P$ falls to 1.01 at $T=411$. These times are 3.81 decades apart. The late criterion has to be applied with care: $P$ exceeds $\Phi$ at $T=1$ and lies below it at $T=10$, so the curves cross in between. Close agreement near that crossing does not mean that the power law has been reached.

The local slopes confirm the exponents. The slope of $\ln(-\ln\Phi)$ is 0.6000 at $T=10^{-6}$, and that of $\ln\Phi$ is $-0.6009$ at $T=10^4$. The small excess has the expected sign. If $\Phi=P(1+\delta)$ with $\delta\propto x^{-1}$ and small, the slope is $-\alpha-\alpha\delta$ to first order, and $\delta>0$ for this $\alpha$.

The identity was also tested against a numerical Laplace inversion of the spectrum for $\alpha=0.3$, 0.5, 0.6 and 0.9 at $T=0.01$, 1 and 30. The rate integral differed from the inversion by at most $5\times10^{-15}$ in $\Phi$, and the series agreed with it to the double precision used. The numerical output follows the text.

### Real dielectrics and the limits of the model

The Cole-Cole form is used to fit loss peaks that are broad and symmetric on a logarithmic frequency scale, such as many secondary relaxations in polymers and glasses. The chosen $\alpha$ describes a moderately broadened peak; secondary relaxations can be considerably broader, with smaller $\alpha$. The chosen $\tau$ puts the peak near $1/(2\pi\tau)\approx160$ kHz, but in a real material $\tau$ can change by many decades with temperature. The main relaxation of a glass-forming liquid often has an asymmetric peak, to which this symmetric spectrum does not apply.

A real process need not have arbitrarily slow components. Suppose that all rates below $r_0/\tau$ are removed from $K$ and the rest is normalized again. The new decay is an average of exponentials with $r\ge r_0$, so it cannot exceed $e^{-r_0T}$. With $r_0=0.01$ in the example, the fraction at $T=1000$ is at most $e^{-10}=4.5\times10^{-5}$, compared with 0.0072 for the full model. This bound alone gives a reduction by a factor of more than 150. The actual reduction is far larger, about $8\times10^4$, because only components with $r-r_0$ of order $1/T$ or less contribute appreciably, and their total weight is small. In a measured discharge, charge released from traps or from layers near the electrodes can add a slow current of its own. A power law seen over a limited time window therefore does not by itself establish Cole-Cole relaxation; the short-time exponent and the loss spectrum should be consistent with the same $\alpha$ and $\tau$.

## Computed values

```
exponent alpha = 0.6 (dimensionless)
relaxation time tau = 1.0 microseconds
Gamma(1+alpha) = 0.89352
Gamma(1-alpha) = 2.21816
short-time correction coefficient c2 = 0.28133
T=t/tau, Phi, stretched exponential, power law (dimensionless):
    0.001  0.982488  9.824e-01  28.445084
    0.010  0.932853  9.318e-01  7.145082
    0.100  0.767874  7.549e-01  1.794763
    1.000  0.413327  3.265e-01  0.450824
   10.000  0.120113  1.161e-02  0.113242
  100.000  0.029079  1.980e-08  0.028445
 1000.000  0.007188  2.149e-31  0.007145
10000.000  0.001797  8.117e-123  0.001795
slope of ln(-ln Phi) at T=1e-06: 0.6000
slope of ln Phi at T=1e+04: -0.6009
slope of ln J at T=1e-06: -0.4002
slope of ln J at T=1e+04: -1.6018
current crossover T_c = 0.4687 (units of tau)
current crossover time = 0.4687 microseconds
T_c from measured current prefactors = 0.4688
slope of ln J at T_c: -0.8939
Phi at T_c = 0.5439
stretched exponential 1 percent low at T = 0.0635
power law 1 percent low at T = 410.8
width between these times = 3.81 decades
largest series-inversion difference in Phi = 0.0e+00
largest rate-integral difference in Phi = 5.0e-15
largest cosine-integral difference in Phi = 1.2e-12
largest relative difference in current = 4.4e-16
```
